\section*{Why Tilt Slows Ion-Assisted Etching Less Than the Cosine, part 2}

A surface etched by collimated ions with the help of isotropic radicals is tilted by $\alpha$ from the ion beam, with $0<\alpha<90^\circ$ and $c=\cos\alpha$. The question is whether $q=R(\alpha)/R(0)$ exceeds $c$, the cosine law. Here $R$ is the etch rate along the surface normal and $n$ the atomic density of the solid.

Per unit area of surface, ions arrive at the rate $I=Jc$ and radicals at the rate $N=gG$, where $J$ is the ion flux across the beam and $G$ the radical flux on an open surface. The exposure factor $g$ is $1$ for an open surface and $(1+c)/2$ for a shaded facet, one beside a fully absorbing plane. A prime denotes $d/d\alpha$.

The first derivation, the site model, balanced the fraction $\theta$ of sites holding a radical. Radicals stick only to bare sites, with probability $s$. An ion removes $Y\theta$ atoms on average, where $Y$ is the saturated yield, and each atom carries away $\nu$ radicals. The results were
\begin{equation}
\theta=\frac{1}{1+\rho c/g},\qquad
\rho=\frac{\nu YJ}{sG},
\label{eq:theta}
\end{equation}
\begin{equation}
nR=YJc\,\theta=\frac{YJc}{1+\rho c/g},
\label{eq:rate}
\end{equation}
\begin{equation}
q(\alpha)=\frac{R(\alpha)}{R(0)}
=\frac{c(1+\rho)}{1+\rho c/g},
\label{eq:q}
\end{equation}
\begin{equation}
-\frac{d\ln R}{d\alpha}
=\theta\tan\alpha+(1-\theta)\left(-\frac{g'}{g}\right).
\label{eq:slope}
\end{equation}

The example is a 1 $\mu$m facet on a carbon mask in an argon plasma containing oxygen, with $\nu=1$, $Y=2.0$ C per ion, $s=0.05$, $\rho=1.27$, $\theta(0)=0.44$ and $R(0)=66$ nm/min. At $60^\circ$, $q_{\rm open}=0.69$ and $q_{\rm shaded}=0.61$.

The second derivation, the clock argument, assumes that the surface changes only when particles arrive, at random and independently, that its response does not depend on their angle, and that it settles into one steady state. The removal rate $F=nR$ then obeys, for any $\lambda>0$,
\begin{equation}
F(\lambda I,\lambda N)=\lambda F(I,N).
\label{eq:scale}
\end{equation}
It also assumes that more radicals at fixed ion flux increase the rate.

\subsection{The inequality}

The tilted surface receives $cJ$ ions and $gG$ radicals. Take the common factor $c$ out of both fluxes with equation~(\ref{eq:scale}):
\begin{equation}
F(cJ,gG)=c\,F\!\left(J,\frac{g}{c}\,G\right).
\label{eq:map}
\end{equation}
If $g>c$, the radical flux on the right is larger than $G$. Since the rate increases with radical flux,
\begin{equation}
F(cJ,gG)>c\,F(J,G),\qquad\text{hence}\qquad q>c .
\label{eq:second}
\end{equation}

Equation~(\ref{eq:map}) says that a tilted surface etches like an untilted one that receives more radicals, with its clock slowed by the factor $c$. The slower clock alone gives the cosine law. The enrichment in radicals supplies the excess.

The relation also predicts the tilted rate from measurements on a flat surface, if the assumptions hold. For an open surface at $60^\circ$, $g/c=2$. One doubles the radical flux on the flat surface, keeps the ion flux fixed, and halves the measured rate. In the site model of the example, doubling the radical flux raises the coverage from 0.440 to 0.611, so
\begin{equation}
q_{\rm open}=0.5\times\frac{0.611}{0.440}=0.69 .
\end{equation}
For the shaded facet $g/c=1.5$, the coverage becomes 0.541, and the same step gives 0.61. Both values agree with the first derivation.

Taking out $g$ instead of $c$ gives an upper bound. If the rate also does not fall when the ion flux rises at fixed radical flux, then for $c<g$
\begin{equation}
F(cJ,gG)=g\,F\!\left(\frac{c}{g}J,G\right)\le g\,F(J,G).
\end{equation}
The ratio therefore satisfies $c<q\le g$. At $60^\circ$ the shaded facet must lie above 0.50 and not above 0.75, whatever the details of the surface reaction within these assumptions.

\subsection{The local form}

Let $F$ be differentiable. Differentiate equation~(\ref{eq:scale}) with respect to $\lambda$, set $\lambda=1$ and divide by $F$:
\begin{equation}
e_I+e_N=1,\qquad
e_I=\frac{\partial\ln F}{\partial\ln I},\quad
e_N=\frac{\partial\ln F}{\partial\ln N}.
\end{equation}
These sensitivities give the percentage change of the rate when one flux is raised by one percent and the other is held fixed. As the tilt grows, $\ln I$ falls at the rate $\tan\alpha$ and $\ln N$ at the rate $-g'/g$. By the chain rule,
\begin{align}
-\frac{d\ln R}{d\alpha}
&=e_I\tan\alpha+e_N\left(-\frac{g'}{g}\right)\\
&=\tan\alpha-e_N\left(\tan\alpha+\frac{g'}{g}\right).
\end{align}
The second line uses $e_I=1-e_N$. For the open surface the last bracket is $\tan\alpha$, and for the shaded facet it is $\tan\alpha-\tan(\alpha/2)$. Both are positive. When $e_N>0$, the fractional loss per unit angle is therefore smaller than that of the cosine.

The first derivation gave the same expression with $\theta$ in place of $e_I$. To see why, write its rate as $F=YI\,sN/(sN+\nu YI)$. Then
\begin{equation}
e_I=1-\frac{\nu YI}{sN+\nu YI}=\frac{sN}{sN+\nu YI}=\theta .
\end{equation}
In the site model the coverage is the sensitivity of the etch rate to ion flux. At zero tilt in the example, one percent more ions gives about 0.44 percent more etching.

\subsection{The yield seen per ion}

The number of atoms removed per arriving ion is $F/I$. Its value at tilt $\alpha$ divided by its value at zero tilt is $q/c$, which is greater than one. A yield inferred from etch rate and ion flux therefore rises with tilt, although the saturated yield does not depend on angle. In the example it rises from 0.88 C per ion at zero tilt to 1.22 at $60^\circ$ for the open surface, or 1.08 for the shaded facet. An increase of measured yield with angle is thus not by itself evidence that a single ion removes more from a saturated surface.

The same ratio describes vertical motion. A plane that moves a distance $d$ along its normal moves $d/c$ along the beam direction. Its speed in that direction is $R/c$, which exceeds the speed $R(0)$ of the flat surface by the factor $q/c$. At $60^\circ$ this factor is 1.39 for the open surface and 1.23 for the shaded facet.

\subsection{What each derivation assumes}

Both derivations start from collimated ions, an angle-independent response to each ion and a radical exposure that falls more slowly than the cosine. They differ in what they assume about the surface.

The site balance specifies the reaction. Sticking is proportional to the bare fraction, and removal to the covered fraction. Averages over the surface are enough because both laws are linear in $\theta$. In return it gives the size of the effect at each tilt from $\rho$ and the exposure factor $g$. A simulation with individual arrivals on 1000 sites, in which each ion struck two randomly chosen sites and cleared those that were covered, used the $\rho$ of the example and 900\,000 trial arrivals per run. At $60^\circ$ it gave ratios of 0.694 for the open surface and 0.613 for the shaded facet, against 0.694 and 0.615 from the formula.

The clock argument leaves the reaction open. Suppose, for instance, that removal needs two neighbouring radicals and, in a mean-field description, is proportional to $\theta^2$. The balance $sN(1-\theta)=\nu YI\theta^2$ still makes $\theta$ a function of $N/I$ that increases with $N$. The rate $YI\theta^2$ then satisfies both requirements, and $q>c$ follows although the formula for $q$ has changed. The price of this generality is that the argument alone gives only bounds. A value requires the rate of the flat surface, measured or modelled, at the original and the enriched radical flux.

The clock argument does exclude processes that run between arrivals. Thermal desorption is one. Let radicals leave without etching at the rate $D\theta$ per unit area, where $D$ does not depend on tilt. The site balance can include this:
\begin{equation}
sgG(1-\theta)=(\nu YJc+D)\theta,\qquad
\theta=\left[1+\frac{\nu YJc+D}{sgG}\right]^{-1}.
\end{equation}
Since $R\propto c\theta$, the condition $q>c$ means that $\theta$ must be larger than at zero tilt. The fraction in the bracket must therefore be smaller than its value at $c=g=1$:
\begin{equation}
\nu YJc+D<g(\nu YJ+D)
\quad\Longleftrightarrow\quad
D(1-g)<\nu YJ(g-c).
\end{equation}
For the open surface the left side is zero, and the inequality holds for any $D$. For the shaded facet $1-g$ and $g-c$ are both $(1-c)/2$, so it holds when $D<\nu YJ$. With faster desorption, a shaded facet etches more slowly than the cosine law predicts.

The assumption that radicals help can also fail. If the arriving species forms a protective film, so that more of it lowers the rate at fixed ion flux, the inequality in equation~(\ref{eq:second}) reverses.

\subsection{Limits of the example}

The inputs are rough choices and not measurements of one process. In the model, more oxygen at the same ion current would raise the rate above the 66 nm/min found here and, by lowering $\rho$, bring the ratio closer to the cosine. The geometry is sound for these numbers. A collisionless estimate that neglects the electrons in the sheath and the entry speed of the ions gives a thickness of about 1.1 mm, against a facet of 1 $\mu$m. Including both, for argon ions and an electron temperature of 2 to 4 eV, raises the thickness to roughly 1.3 to 2 mm, depending on where the sheath edge is placed. The estimate is about a thousand times the facet size, which leaves ample room for such a correction. For a total pressure of 5 mTorr and rough collision cross sections of $3\times10^{-15}$ cm$^2$ for the oxygen atoms and $10^{-14}$ cm$^2$ for the ions, the mean free path of the oxygen atoms is 2 to 3 cm, and roughly 10 percent of the ions collide in a sheath of 1.1 mm, or nearly 20 percent in one of 2 mm. For an assumed transverse energy of 0.1 eV, the ion directions spread by about $0.9^\circ$ rms along each transverse axis ($1.3^\circ$ in polar angle), which matters near $90^\circ$, where the cosine vanishes but a small ion flux remains.

Several neglected processes can be sized for the shaded facet at $60^\circ$, where the model gives $q=0.615$. Each is added alone, with a rough strength. Recombination of arriving oxygen with adsorbed oxygen, at probability 0.01, gives 0.603. If 10 percent of the ions are O$_2^+$ and deliver their oxygen to bare sites, the ratio is 0.597. Sputtering of bare carbon at 0.10 C per ion gives 0.602, and spontaneous etching at probability 0.001 per arriving oxygen atom, on bare and covered sites alike and without changing the coverage, gives 0.619 (restricted to bare sites it leaves the ratio at 0.615). All four are triggered by arrivals, and all four ratios stay above 0.5. Changing the sticking probability to 0.15 or 0.017 moves the ratio to 0.555 or 0.678.

The constant saturated yield is a further assumption that can fail, since ions at grazing incidence tend to reflect from a surface, while at intermediate angles yields, physical sputtering yields in particular, often rise above their value at normal incidence. Let the yield at tilt $\alpha$ be $yY$. The site model then gives $q=yc(1+\rho)/(1+\rho yc/g)$, and $q>c$ requires
\begin{equation}
y(1+\rho)>1+\rho y\frac{c}{g}
\quad\Longleftrightarrow\quad
y>\frac{1}{1+\rho(1-c/g)} .
\end{equation}
At $60^\circ$ the limit is 0.61 for the open surface and 0.70 for the shaded facet. A yield 20 percent lower at that tilt reduces the shaded ratio from 0.615 to 0.541, which is still above the cosine. A loss of more than about 30 percent would bring the shaded facet below it. A gain works the other way: for $y>g/c$, which is 1.5 for the shaded facet at $60^\circ$, the ratio exceeds the upper bound $g$, and $y=2$ gives 0.84. A measured rate above the cosine on a real facet can therefore come from either cause, and the model alone does not separate them. The numerical output lists the ratios, coverages and rates at other tilts for a constant saturated yield.

\section*{Numbers as computed}
\begin{verbatim}
Ion current density: 2.0 mA/cm2
Ion energy: 200 eV
Saturated yield: 2.0 C/ion
O sticking probability on bare sites: 0.05
O radicals per etched C: 1
O partial pressure: 1.0 mTorr
Total pressure: 5.0 mTorr
Gas temperature: 500 K
Carbon density: 2.0 g/cm3
Carbon atom density: 1.003e+23 cm^-3
Ion flux J: 1.248e+16 cm^-2 s^-1
O density: 1.931e+13 cm^-3
O flux G: 3.927e+17 cm^-2 s^-1
Sticking O flux s*G: 1.964e+16 cm^-2 s^-1
Demand/supply ratio rho: 1.271
Columns: tilt (deg), cos, ratio open, ratio shaded,
  coverage open, coverage shaded, rate open, rate shaded (nm/min)
  0 1.000 1.000 1.000 0.440 0.440 65.8 65.8
 30 0.866 0.936 0.902 0.476 0.459 61.6 59.3
 45 0.707 0.846 0.782 0.527 0.487 55.6 51.4
 60 0.500 0.694 0.615 0.611 0.541 45.7 40.4
 75 0.259 0.442 0.386 0.752 0.657 29.1 25.4
Site simulation, 60 deg, open: ratio 0.694
Site simulation, 60 deg, shaded: ratio 0.613
Largest excess over cosine, open: 0.202
Tilt of largest excess, open: 66.5 deg
Apparent yield at 60 deg, open: 1.223 C/ion
Vertical speed at 60 deg / at 0, open: 1.389
Apparent yield at 60 deg, shaded: 1.083 C/ion
Vertical speed at 60 deg / at 0, shaded: 1.229
Apparent yield at 0 deg: 0.881 C/ion
Share of arriving O that sticks at 0 deg: 2.8 %
Yield factor cancelling effect, 60 deg, open: 0.611
Yield factor cancelling effect, 60 deg, shaded: 0.702
Shaded ratio at 60 deg with one neglected effect added:
  O recombination, prob. 0.01: 0.603
  10 % of ions are O2+: 0.597
  bare sputtering, 0.10 C/ion: 0.602
  spontaneous etch, prob. 0.001: 0.619
  yield 20 % lower at 60 deg: 0.541
  sticking 0.150: 0.555
  sticking 0.017: 0.679
Facet size: 1.0 um
Sheath thickness: 1.11 mm
Ions colliding in sheath: 10 %
O mean free path: 24 mm
Ion transverse energy (rough): 0.1 eV
Ion angular spread (rms, one axis): 0.91 deg
Ion flux left at 90 deg tilt: 0.63 % of J
\end{verbatim}
